\section*{Step-Density Expansion and Elastic Step Repulsion on Vicinal Surfaces}

\section{Definitions and conventions}

A vicinal surface consists of flat terraces separated by parallel, straight steps of one sign. The solid occupies $z<0$, $z$ points outward along the terrace normal, $x$ runs across the steps, and $y$ runs along them. A positive step rises toward $+x$. Its height is $h$, and the spacing $d$ is measured along the terrace plane. The slope is
\begin{equation}
p=\tan\theta=h/d>0 .
\end{equation}
Let $\gamma(\theta)$ be the energy per true surface area. A piece with projection $S$ on the terrace plane has true area $S/\cos\theta$, so the energy per projected area is
\begin{equation}
f(p)=\gamma(\theta)/\cos\theta .
\end{equation}
The temperature is zero. The terrace energy is $\gamma_0$, and $\beta$ is the energy of one isolated step per unit length. Energies of steps and pairs below are also per unit length along $y$.

The solid is a linear, isotropic half-space in plane strain, with Young modulus $E$, Poisson ratio $\nu$ and
\begin{equation}
\mu=\frac{E}{2(1+\nu)},\qquad \lambda=\frac{2\mu\nu}{1-2\nu}.
\end{equation}
All terraces have the same surface stress $\tau$ along $x$, and the bulk is free of stress. On a strained film each step carries a net force of order the film stress times $h$, and the results below do not apply. The spacing is much larger than the step core. Electrostatic, electronic and entropic interactions are outside this model. Those that also vary as $d^{-2}$ would change the coefficient found here. The entropic repulsion, which appears at nonzero temperature, does not simply add to it, because a direct repulsion also changes how the steps fluctuate.

\section{Steps that ignore one another}

A unit length along $x$ contains $1/d=p/h$ steps. Without interactions,
\begin{equation}
f=\gamma_0+\frac{\beta}{h}p,\qquad
\gamma=\gamma_0\cos\theta+\frac{\beta}{h}\sin\theta .
\end{equation}
As $\theta\to0^+$ the slope of $\gamma$ tends to $\beta/h$: the first steps cost their own energy and nothing else.

Now let each step also carry an interaction energy $e(d)$:
\begin{equation}
f=\gamma_0+\frac{\beta+e(d)}{d}. \label{eq:count}
\end{equation}
If $e=K/d^n$, the added term is $K(p/h)^{n+1}$. A $p^2$ term thus needs $e\propto1/d$, while $e\propto1/d^2$ gives $p^3$. The elastic problem must decide which power occurs.

\section{How the surface yields to a line load}

Apply a surface force density $(t_x,t_z)e^{ikx}$ with $k>0$. With $(\lambda+\mu)/\mu=1/(1-2\nu)$, equilibrium in the bulk reads
\begin{equation}
\nabla^2\mathbf u+\frac{1}{1-2\nu}\nabla(\nabla\!\cdot\mathbf u)=0 .
\end{equation}
Try a solution that decays into the solid, with $\phi=e^{kz+ikx}$:
\begin{equation}
u_x=(a+bkz)\phi,\qquad u_z=(c+ekz)\phi .
\end{equation}
Since $\nabla^2\phi=0$ and $\nabla^2(kz\phi)=2k^2\phi$,
\begin{align}
\nabla^2\mathbf u&=2k^2(b,e)\phi,\\
\nabla\!\cdot\mathbf u&=k\,[D+(ib+e)kz]\phi,\qquad D=ia+c+e .
\end{align}
The part of the $x$ equation proportional to $z$ gives $e=-ib$. The rest gives $2b+iD/(1-2\nu)=0$, or $D=2ib(1-2\nu)$; the $z$ equation then holds as well. Inserting $D$ and $e$ in the definition of $D$,
\begin{equation}
c=-ia+i(3-4\nu)b .
\end{equation}
Two constants remain for two load components. The outward normal is $+z$, so the loads equal the stresses at $z=0$:
\begin{align}
t_x&=\mu k(a+b+ic)=2\mu k[a-(1-2\nu)b],\\
t_z&=k[\lambda D+2\mu(c+e)]=2i\mu k[-a+2(1-\nu)b].
\end{align}
The combination $t_x-it_z=2\mu kb$ gives $b$. Back substitution gives the surface displacements $a$ and $c$:
\begin{align}
u_x&=\frac{2(1-\nu)t_x-i(1-2\nu)t_z}{2\mu k},\\
u_z&=\frac{i(1-2\nu)t_x+2(1-\nu)t_z}{2\mu k}.
\end{align}
For $k<0$ take complex conjugates, with $|k|$ in the denominator. Because $2\mu=E/(1+\nu)$, both diagonal responses are
\begin{equation}
\hat G(k)=\frac{2(1-\nu^2)}{E|k|}=\frac{\pi C}{|k|},\qquad
C=\frac{2(1-\nu^2)}{\pi E}.
\end{equation}
The transform of $-1/x$ is $i\pi\,\mathrm{sgn}\,k=ik\,(\pi/|k|)$, so in real space
\begin{equation}
G(x)=-C\ln|x|+\text{constant}. \label{eq:green}
\end{equation}
The cross responses are proportional to $\pm i/k$, hence to $\mathrm{sgn}\,x$. They are constant on either side of the load.

Two limits help to read this. For $\nu\to1/2$ the cross response vanishes, so normal and tangential loads decouple at the surface. For $k\to0$ the response diverges: a single unbalanced line force has no finite displacement in an infinite half-space. A localized load of zero total force avoids this divergence.

\section{Two force dipoles}

The simplest balanced load is a point dipole,
\begin{equation}
f_i(x)=m_i\,\delta'(x),
\end{equation}
where $m_i$ has units of energy per length. The equilibrium displacement minimizes elastic energy plus load potential, $\mathcal E[\mathbf u]-\int\mathbf f\cdot\mathbf u\,dx$. Since $\mathcal E$ is quadratic, the minimum has $2\mathcal E=\int\mathbf f\cdot\mathbf u\,dx$ and the value $-\frac12\int\mathbf f\cdot\mathbf u\,dx$. For two loads the two cross terms are equal by reciprocity, so their interaction is
\begin{equation}
W=-\int\mathbf f^{(1)}\!\cdot\mathbf u^{(2)}dx
=m_i\,\partial_xu_i^{(2)}(x_1). \label{eq:coupling}
\end{equation}
The last form follows by moving the derivative off $\delta'$. The second dipole, $m'_j$ at $x_2$, produces
\begin{equation}
u_i^{(2)}(x)=\int G_{ij}(x-x')\,m'_j\,\delta'(x'-x_2)\,dx'
=m'_j\,G'_{ij}(x-x_2),
\end{equation}
where the minus sign from integration by parts cancels that from $\partial_{x'}G(x-x')=-G'(x-x')$. The cross responses have zero derivative at $x\ne x_2$. The diagonal ones have $G''=C/x^2$, so
\begin{equation}
W=\frac{C\,(m_xm_x'+m_zm_z')}{d^2}. \label{eq:pair}
\end{equation}
Identical dipoles repel, because the numerator is a sum of squares.

Compare this with unbalanced line forces $F$ and $F'$. Their interaction is $-FF'G(d)=CFF'\ln d$ plus a constant. Suppose the surface stress alternates between terraces, so that successive steps carry $+F,-F,\dots$ In a neutral group the other steps carry total force $-F$. Scaling all distances by $s$ then changes the energy per step by $\frac12CF(-F)\ln s$, where the half avoids double counting. Thus $e(d)=-\frac12CF^2\ln d$ plus a constant, and $f$ acquires a term proportional to $p\ln p$. The power expansion fails in that case, which is why equal terrace stresses were assumed.

\section{The force dipole of a step}

Describe the surface in cross section by a curve with unit tangent $\mathbf t$ and arc length $s$, under tension $\tau$. To first order in $\mathbf u$, its energy changes by
\begin{equation}
\int\tau\,\mathbf t\cdot d\mathbf u
=[\tau\,\mathbf t\cdot\mathbf u]_{\rm ends}-\int\mathbf u\cdot\tau\,d\mathbf t .
\end{equation}
With the distant ends held fixed, this is the potential of the forces $d\mathbf F=\tau\,d\mathbf t$ on the solid. These forces are kept at their unstrained values.

Take first a shallow step with profile $\zeta(x)$ rising from $0$ to $h$. Then $\mathbf t\simeq(1,\zeta')$ and $f_z=\tau\zeta''$. Seen from far away, $\zeta'$ is $h\,\delta(x)$, so $f_z=\tau h\,\delta'(x)$ and
\begin{equation}
m_z=\tau h .
\end{equation}

For a steep riser the forces also have $x$ components and act at different heights. The net force is $\tau$ times the difference of the end tangents, which is zero for parallel terraces. Expanding a remote field about the step gives
\begin{equation}
W=-P_{ij}\,\partial_ju_i,\qquad P_{ij}=\int r_j\,dF_i .
\end{equation}
The surface there carries no traction from the remote step. From $\sigma_{xz}=0$ and $\sigma_{zz}=0$,
\begin{equation}
\partial_zu_x=-\partial_xu_z,\qquad
\partial_zu_z=-\frac{\lambda}{\lambda+2\mu}\partial_xu_x
=-\frac{\nu}{1-\nu}\partial_xu_x .
\end{equation}
Substitution and comparison with Eq.~\eqref{eq:coupling} yield
\begin{equation}
m_x=-P_{xx}+\frac{\nu}{1-\nu}P_{zz},\qquad m_z=P_{xz}-P_{zx}. \label{eq:moments}
\end{equation}
The second quantity is a torque. Integrating by parts,
\begin{align}
m_z&=\tau\int(z\,dt_x-x\,dt_z)\nonumber\\
&=\tau[z t_x-x t_z]_{\rm ends}-\tau\int(t_x\,dz-t_z\,dx)=\tau h .
\end{align}
The last integral vanishes because $dx=t_x\,ds$ and $dz=t_z\,ds$. At the ends $t_z=0$ and $t_x=1$, so the height difference $h$ survives. The shallow-step result therefore holds for any riser shape.

The formula for $m_x$ has a narrower range. It places the forces inside a flat half-space, whereas a real step is a notch that distorts the strain around it. That distortion changes the coefficient of $\partial_xu_x$ by a factor of order one. A local rigid rotation, in contrast, strains nothing, and the work done in it is fixed by the torque. So $m_x$ is treated as a material parameter, the linear response of the step energy to strain across the step, while $m_z=\tau h$ is kept.

Reflection $x\to-x$ turns an up step into a down step. In a crystal without this mirror plane the two steps can differ in structure, and then in $m_x$. It maps $f_x(x)$ to $-f_x(-x)$ and $f_z(x)$ to $f_z(-x)$. Since $\delta'$ is odd, $m_x$ is unchanged and $m_z$ reverses. From Eq.~\eqref{eq:pair},
\begin{equation}
U_{\rm like}=\frac{A}{d^2},\quad A=C(m_x^2+\tau^2h^2);\qquad
U_{\rm opposite}=\frac{C(m_x^2-\tau^2h^2)}{d^2}. \label{eq:MP}
\end{equation}
The first is the Marchenko--Parshin repulsion. Opposite steps attract if $|m_x|<|\tau|h$.

These reductions were tested with forces along a curved riser of height $4\,a_0$ and width parameter $1.2\,a_0$, placed in the full interior field of a dipole $8000\,a_0$ away. The effective $m_z$ read from the interaction energy is $8.002\times10^{-3}$~Ry/$a_0$ for the up step and $-7.998\times10^{-3}$ for the down step, against $\pm8.000\times10^{-3}$ from the torque. The relative deviation, about $3\times10^{-4}$, has the size expected from the next term in the field expansion, of order $h$ over distance, here $5\times10^{-4}$. Equation~\eqref{eq:moments} gives $m_x=-4.407\times10^{-3}$~Ry/$a_0$ for both signs; the energies give $-4.406$ and $-4.409$ in the same units of $10^{-3}$. The flat-body value gives $|m_x|/\tau h=0.55$. This does not fix the sign of the force between a real up step and a real down step, because the notch changes $m_x$ by a factor of order one and can raise $|m_x|$ to $\tau h$ or beyond.

\section{From a pair to an array}

The energy of a linear elastic solid is quadratic in the loads, so the interaction is a sum over pairs. Each step has two neighbors at distance $nd$, and half of each pair energy belongs to it:
\begin{equation}
e(d)=\frac12\,2\sum_{n=1}^{\infty}\frac{A}{(nd)^2}=\frac{\pi^2A}{6d^2}. \label{eq:array}
\end{equation}

A Fourier calculation checks this and also shows where the self-energy goes. Smear each dipole with a Gaussian of standard deviation $a_c$. The array has wavevectors $k=2\pi n/d$ and load amplitudes $(ikm_i/d)e^{-k^2a_c^2/2}$. The cross responses cancel because they are antisymmetric in the two components. Per step,
\begin{align}
\mathcal E_{\rm step}&=-\frac d2\sum_{k\ne0}\frac{k^2}{d^2}\,e^{-k^2a_c^2}\,\frac{\pi A}{|k|}\nonumber\\
&=-\frac{\pi A}{d}\sum_{k>0}k\,e^{-k^2a_c^2}.
\end{align}
The Euler--Maclaurin formula for a function $F(n)$ with $F(0)=0$ is
\begin{equation}
\sum_{n\ge1}F(n)=\int_0^\infty F\,dn-\frac{F'(0)}{12}+\frac{F'''(0)}{720}-\cdots
\end{equation}
Here the integral is $d/(4\pi a_c^2)$, $F'(0)=2\pi/d$ and $F'''(0)=-6(2\pi/d)^3a_c^2$. Hence
\begin{equation}
\mathcal E_{\rm step}=-\frac{A}{4a_c^2}+\frac{\pi^2A}{6d^2}
+\frac{\pi^4Aa_c^2}{15d^4}+\cdots
\end{equation}
The first term is the relaxation energy of one step. It depends on the core but not on $d$, so it belongs to $\beta$. The second is Eq.~\eqref{eq:array}. The third is a finite-width correction and vanishes for point dipoles.

Inserting $e(d)$ into Eq.~\eqref{eq:count} with $1/d=p/h$ gives
\begin{equation}
f(p)=\gamma_0+\frac{\beta}{h}p+g\,p^3+\cdots,\qquad
g=\frac{\pi^2A}{6h^3}. \label{eq:result}
\end{equation}
There is no $p^2$ term, because balanced steps have no $1/d$ interaction. In the smeared model the next term is $p^5$. For real steps a $p^4$ term has not been excluded, since corrections to the pair energy of relative order $h/d$ may survive.

This was tested by minimizing the elastic energy with trial displacements and fitting the array energies with all powers from $p$ to $p^5$. At $p=0.040$ the fitted $p^2$ term is about $10^{-5}$ of the $p^3$ term in magnitude. The fitted cubic coefficient is $2.4420\times10^{-4}$~Ry/$a_0^2$, against $2.4419\times10^{-4}$ from Eq.~\eqref{eq:result}.

\section{Back to the true surface area}

Multiplication by $\cos\theta$ gives
\begin{equation}
\gamma(\theta)=\gamma_0\cos\theta+\frac{\beta}{h}\sin\theta+g\frac{\sin^3\theta}{\cos^2\theta}+\cdots
\end{equation}
and, through third order,
\begin{equation}
\gamma=\gamma_0+\frac{\beta}{h}\theta-\frac{\gamma_0}{2}\theta^2
+\left(g-\frac{\beta}{6h}\right)\theta^3+\cdots
\end{equation}
The $\theta^2$ term comes from the change of reference area, not from a step interaction.

Stability is easier to read from $f$. If a surface splits into regions of different slope, its projected area and mean slope stay fixed. Any linear part of $f$ then drops out of the comparison. To the order kept, $f''=6gp>0$, so uniform spacing has lower energy than such a splitting. For $g=0$ the two would be degenerate.

\section{A numerical case}

Take round model parameters: $E=0.01$~Ry/$a_0^3$, $\nu=0.3$, $\tau=\gamma_0=0.002$~Ry/$a_0^2$, $h=4\,a_0$, and $\beta=0.01$~Ry/$a_0$ with the self-energy included. The strain coupling is chosen as $m_x=0.01$~Ry/$a_0$, independently of the riser test. Then $m_z=0.002\times4=0.008$~Ry/$a_0$ and
\begin{align}
C&=\frac{2(1-0.09)}{0.01\,\pi}=57.93\ a_0^3/\text{Ry},\\
A&=57.93\,(1.00+0.64)\times10^{-4}=9.50\times10^{-3}\ \text{Ry}\,a_0,\\
g&=\frac{\pi^2(9.50\times10^{-3})}{6\times4^3}=2.44\times10^{-4}\ \text{Ry}/a_0^2 .
\end{align}
In other units, $A=0.068$~eV\,\AA\ and $g=0.190$~J/m$^2$. For opposite steps the coefficient is $2.09\times10^{-3}$~Ry\,$a_0$. It is positive because $m_x>m_z$, but smaller than $A$.

\begin{center}
\begin{tabular}{cccc}
$d$ ($a_0$) & $p$ & $\beta p/h$ (Ry/$a_0^2$) & $gp^3$ (Ry/$a_0^2$)\\
40 & 0.100 & $2.50\times10^{-4}$ & $2.44\times10^{-7}$\\
80 & 0.050 & $1.25\times10^{-4}$ & $3.05\times10^{-8}$\\
160 & 0.025 & $6.25\times10^{-5}$ & $3.82\times10^{-9}$
\end{tabular}
\end{center}

Doubling $d$ halves the step term and divides the cubic term by eight. The last column is the leading term only: for a real stepped body it omits corrections of relative order $h/d$, which is $0.1$ in the first row. Even at $d=40\,a_0$ the interaction per step, $9.77\times10^{-6}$~Ry/$a_0$, is only 0.1\% of $\beta$. Within this zero-temperature elastic model it nevertheless decides how the steps arrange themselves. Let a surface with $p=0.05$ split into equal projected areas with $p=0.10$ and $p=0$. The linear terms balance, while the mean cubic term becomes $1.22\times10^{-7}$ instead of $3.05\times10^{-8}$~Ry/$a_0^2$. Without counting the boundary between the regions, the splitting costs $9.2\times10^{-8}$~Ry/$a_0^2$.

In $\gamma(\theta)$ the cubic coefficient is $-1.72\times10^{-4}$~Ry/$a_0^2$, although the steps repel: the geometric part $-\beta/(6h)=-4.17\times10^{-4}$ outweighs $g$. The sign of the interaction must therefore be read from $f(p)$. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Young modulus E = 0.0100 Ry/a0^3
Poisson ratio nu = 0.30
surface stress tau = 0.0020 Ry/a0^2
terrace energy gamma0 = 0.0020 Ry/a0^2
step height h = 4.0 a0
step energy beta = 0.0100 Ry/a0
m_x = 0.0100 Ry/a0
m_z = tau h = 0.0080 Ry/a0
C = 57.9324 a0^3/Ry
A, like steps = 9.500913e-03 Ry a0
A, like steps = 0.06840 eV Angstrom
coefficient, opposite steps = 2.085566e-03 Ry a0
beta/h = 2.500000e-03 Ry/a0^2
cubic coefficient g = 2.441934e-04 Ry/a0^2
cubic coefficient g = 0.19009 J/m^2
theta^2 coefficient of gamma = -1.000000e-03 Ry/a0^2
theta^3 coefficient of gamma = -1.724733e-04 Ry/a0^2
d = 40 a0: p = 0.1000, angle = 5.711 deg
  pair energy A/d^2 = 5.9381e-06 Ry/a0
  array energy per step = 9.7677e-06 Ry/a0
  step term = 2.5000e-04 Ry/a0^2
  cubic term = 2.4419e-07 Ry/a0^2
  f = 0.00225024, gamma = 0.00223908 Ry/a0^2
d = 80 a0: p = 0.0500, angle = 2.862 deg
  pair energy A/d^2 = 1.4845e-06 Ry/a0
  array energy per step = 2.4419e-06 Ry/a0
  step term = 1.2500e-04 Ry/a0^2
  cubic term = 3.0524e-08 Ry/a0^2
  f = 0.00212503, gamma = 0.00212238 Ry/a0^2
d = 160 a0: p = 0.0250, angle = 1.432 deg
  pair energy A/d^2 = 3.7113e-07 Ry/a0
  array energy per step = 6.1048e-07 Ry/a0
  step term = 6.2500e-05 Ry/a0^2
  cubic term = 3.8155e-09 Ry/a0^2
  f = 0.00206250, gamma = 0.00206186 Ry/a0^2
core width in array test = 2.0 a0
dipole self-energy, formula = -5.938071e-04 Ry/a0
dipole self-energy, fit = -5.938071e-04 Ry/a0
fitted p^2 term / p^3 term at p = 0.040: -1.2e-05
fitted cubic coefficient = 2.442034e-04 Ry/a0^2
riser test: width = 1.20 a0, distance = 8000 a0
up riser: m_x = -4.40744e-03, torque = 8.00000e-03 Ry/a0
  W d^2 / (C m_source): x -4.40552e-03, z 8.00220e-03 Ry/a0
down riser: m_x = -4.40744e-03, torque = -8.00000e-03 Ry/a0
  W d^2 / (C m_source): x -4.40936e-03, z -7.99780e-03 Ry/a0
\end{verbatim}
